# How a quarter-wave oxide raises silicon's emissivity and misleads a pyrometer

## Problem

A smooth, opaque silicon wafer is viewed along its normal by a pyrometer working at the vacuum wavelength $\lambda=950$ nm. Take the refractive indices as $n_s=3.6$ for silicon, $n_1=1.45$ for its oxide and 1 for the gas above. The oxide does not absorb.

(a) Show that an oxide about 164 nm thick raises the normal emissivity from about 0.68 to about 0.93, and that no other thickness of this oxide gives more.

(b) The pyrometer is set for bare silicon, and the controller of a spike anneal drives its reading to a peak of 1050 °C. How hot is the oxidized wafer?

## A tempting solution

Light leaving the silicon must cross two faces. At normal incidence a face between indices $n_a$ and $n_b$ reflects the power fraction $[(n_a-n_b)/(n_a+n_b)]^2$, so

$$R_{01}=\left(\frac{0.45}{2.45}\right)^2=0.0337,\qquad R_{12}=\left(\frac{2.15}{5.05}\right)^2=0.1813 .$$

The silicon's radiation passes the lower face with fraction $1-R_{12}$ and the upper face with fraction $1-R_{01}$. What the upper face turns back may be reflected again by the lower one, which multiplies the power by $R_{01}R_{12}$ per round trip. Adding all contributions gives

$$\varepsilon=(1-R_{01})(1-R_{12})\sum_{m=0}^{\infty}(R_{01}R_{12})^m=\frac{(1-R_{01})(1-R_{12})}{1-R_{01}R_{12}}=\frac{0.9663\times0.8187}{0.9939}=0.80 .$$

The oxide does help, but the answer is not 0.93, and the thickness has dropped out altogether.

## Where it fails

The fault is the addition of powers. Waves that have made different numbers of round trips in the film come from the same original wave, and their fields add before the power is taken. Powers may be added only if the phase between these waves is scrambled. For a narrow view along the normal and a pyrometer band of width $\Delta\lambda=20$ nm, that needs path differences of order $\lambda^2/\Delta\lambda=950^2/20$ nm, or 45 µm. One round trip in the film has an optical length of only $2\times1.45\times164$ nm, about 0.48 µm. The phase is well defined, and it depends on the thickness.

## Right solution

**Emissivity from reflectance.** An opaque wafer absorbs whatever it does not reflect. Kirchhoff's law for a wafer at one temperature equates emissivity and absorptance at the same wavelength, direction and polarization, so $\varepsilon=1-R$. It remains to find $R$ from the fields.

**One face.** Write a forward wave as $e^{i(kz-\omega t)}$. Let a wave of unit amplitude go from index $n_a$ to $n_b$, with reflected amplitude $r$ and transmitted amplitude $t$. Continuity of $E$ and of $dE/dz$ requires

$$1+r=t,\qquad n_a(1-r)=n_b t .$$

Inserting the first equation in the second gives $n_a-n_b=r(n_a+n_b)$, hence

$$r=\frac{n_a-n_b}{n_a+n_b},\qquad t=\frac{2n_a}{n_a+n_b}.$$

For bare silicon $n_a=1$ and $n_b=n_s$, so

$$\varepsilon_{\rm bare}=1-\left(\frac{1-n_s}{1+n_s}\right)^2=\frac{4n_s}{(1+n_s)^2}=\frac{14.4}{21.16}=0.6805 .$$

**The film.** Let light arrive from the gas, and define

$$a=\frac{1-n_1}{1+n_1}=-0.1837,\qquad b=\frac{n_1-n_s}{n_1+n_s}=-0.4257,\qquad \varphi=\frac{4\pi n_1d}{\lambda}.$$

Here $a$ and $b$ are the reflection amplitudes of the upper and lower faces seen from above, and $\varphi$ is the phase gained in one round trip through thickness $d$. Seen from inside the oxide, the upper face reflects with amplitude $-a$, because the two indices change places. Entering and leaving the film multiplies the amplitude by

$$\frac{2}{1+n_1}\,\frac{2n_1}{1+n_1}=\frac{4n_1}{(1+n_1)^2}=1-a^2 .$$

The first reflection contributes $a$. The wave that visits the lower face once contributes $(1-a^2)be^{i\varphi}$, and each further round trip adds a factor $-ab\,e^{i\varphi}$. The geometric series gives

$$r=a+\frac{(1-a^2)\,b\,e^{i\varphi}}{1+ab\,e^{i\varphi}}=\frac{a+a^2b\,e^{i\varphi}+b\,e^{i\varphi}-a^2b\,e^{i\varphi}}{1+ab\,e^{i\varphi}}=\frac{a+b\,e^{i\varphi}}{1+ab\,e^{i\varphi}} .$$

**Emissivity at any thickness.** Since $a$ and $b$ are real,

$$1-|r|^2=\frac{(1+a^2b^2+2ab\cos\varphi)-(a^2+b^2+2ab\cos\varphi)}{1+a^2b^2+2ab\cos\varphi}.$$

The cosines cancel in the numerator, and $1+a^2b^2-a^2-b^2=(1-a^2)(1-b^2)$. Therefore

$$\varepsilon(d)=\frac{(1-a^2)(1-b^2)}{1+a^2b^2+2ab\cos\varphi}.$$

**The best thickness.** Because $1<n_1<n_s$, both $a$ and $b$ are negative and $ab>0$. The numerator does not depend on $d$, and the denominator is smallest when $\cos\varphi=-1$. The thinnest film that achieves this has $\varphi=\pi$:

$$d=\frac{\lambda}{4n_1}=\frac{950\ \text{nm}}{5.80}=163.8\ \text{nm}.$$

Odd multiples of this thickness do equally well in this model, and none does better. A numerical search between 20 and 310 nm, which integrates the wave equation through the film and uses none of the formulas above, also finds its maximum at 163.8 nm.

**The value there.** With $e^{i\varphi}=-1$ the amplitude is $r=(a-b)/(1-ab)$. Multiply numerator and denominator by $(1+n_1)(n_1+n_s)$:

$$\begin{aligned}
(1-n_1)(n_1+n_s)-(n_1-n_s)(1+n_1)&=2n_s-2n_1^2,\\
(1+n_1)(n_1+n_s)-(1-n_1)(n_1-n_s)&=2n_s+2n_1^2 .
\end{aligned}$$

Hence

$$r=\frac{n_s-n_1^2}{n_s+n_1^2}=\frac{3.6-2.1025}{3.6+2.1025}=0.2626,$$

$$\varepsilon_{\rm film}=1-r^2=\frac{4n_sn_1^2}{(n_s+n_1^2)^2}=\frac{30.276}{32.519}=0.931 .$$

This proves part (a).

## What the oxide does

The first reflection has amplitude $-0.1837$. The waves returned by the lower face add up to $+0.4463$, of which the first supplies $+0.4114$. The half-wave round trip has reversed their sign, so they oppose the first reflection and leave $0.2626$. The reflectance falls from 0.3195 to 0.0690.

A transparent oxide emits nothing itself. It lets more of the silicon's radiation out, as the reverse path shows. The transmitted amplitude from gas to silicon contains the face factors $\frac{2}{1+n_1}\cdot\frac{2n_1}{n_1+n_s}$. From silicon to gas they are $\frac{2n_s}{n_1+n_s}\cdot\frac{2n_1}{1+n_1}$, which is $n_s$ times larger, while the sum over round trips is the same. Call the amplitudes $t_{\rm in}$ and $t_{\rm out}=n_st_{\rm in}$. Power flow is proportional to index times squared amplitude, so the transmitted power fractions are $n_s|t_{\rm in}|^2$ inward and $|t_{\rm out}|^2/n_s=n_s|t_{\rm in}|^2$ outward. They are equal, and both are $1-R$.

Three other cases show the limits of the effect.

- **Half-wave film.** For $\varphi=2\pi$, $r=(a+b)/(1+ab)$. The same multiplication gives $2n_1(1-n_s)$ over $2n_1(1+n_s)$, which is the bare amplitude. The emissivity is back at 0.6805, although the oxide is twice as thick.
- **Other film indices.** The quarter-wave reflectance vanishes for $n_1=\sqrt{n_s}=1.90$. The oxide's index is lower, so its cancellation is incomplete. With $y=n_1^2/n_s$, the magnitude $|r|=|1-y|/(1+y)$ is unchanged by $y\to1/y$ and grows as $y$ moves away from 1. It reaches the bare value at $y=1/n_s$ and $y=n_s$, that is, at $n_1=1$ and $n_1=n_s$. A lossless quarter-wave film therefore raises the emissivity only if its index lies between these two.
- **Scrambled phase.** The denominator of $\varepsilon(d)$ is $|1+ab\,e^{i\varphi}|^2$, and its reciprocal is $\left|\sum_m(-ab)^me^{im\varphi}\right|^2$. Averaged over $\varphi$, the cross terms vanish and $\sum_m(ab)^{2m}=1/(1-a^2b^2)$ remains. This is the tempting result, 0.80. It is the average over phase, suitable for an oxide whose round-trip optical length $2n_1d$ is much longer than the 45 µm found above, but not for this film.

## The temperature error

At 1323 K and 950 nm, with $c_2=hc/k=14388$ µm K, the exponent $c_2/(\lambda T)$ is 11.4. Wien's form of the thermal spectrum then suffices, and the signal is proportional to $\varepsilon\,e^{-c_2/(\lambda T)}$. The pyrometer interprets the signal of the oxidized wafer with the bare emissivity:

$$\varepsilon_{\rm film}\,e^{-c_2/(\lambda T_{\rm true})}=\varepsilon_{\rm bare}\,e^{-c_2/(\lambda T_{\rm read})}.$$

Taking logarithms and dividing by $c_2/\lambda$,

$$\frac1{T_{\rm true}}=\frac1{T_{\rm read}}+\frac{\lambda}{c_2}\ln\frac{\varepsilon_{\rm film}}{\varepsilon_{\rm bare}} .$$

The emissivity ratio is 1.368, with logarithm 0.3134, and $\lambda/c_2=6.603\times10^{-5}$ K$^{-1}$. Thus

$$\frac1{T_{\rm true}}=(7.558+0.207)\times10^{-4}\ \text{K}^{-1},$$

so $T_{\rm true}=1288$ K, or 1015 °C. The wafer is 35 K colder than the reading: the oxide makes it look brighter, and the controller holds back the heat.

A cool reflecting plate facing the wafer can reduce this error. Let the plate have reflectance $\rho$, and treat plate and wafer as parallel mirrors far enough apart for powers to add. Emitted light returns to the wafer with fraction $\rho$ and is reflected with fraction $1-\varepsilon$, so the total leaving the wafer corresponds to

$$\varepsilon_{\rm eff}=\varepsilon\sum_{m=0}^{\infty}[\rho(1-\varepsilon)]^m=\frac{\varepsilon}{1-\rho(1-\varepsilon)} .$$

For a rough value $\rho=0.9$ this gives 0.955 for bare silicon and 0.993 with the oxide. If the pyrometer is set for the bare wafer under the same plate, the error shrinks to about 4 K. This is a best case, because the series assumes that every reflected ray meets the plate, while the pyrometer must look through an opening in it. On a smooth wafer a line of sight exactly along the normal is reflected back into that opening, gains nothing from the plate, and keeps the full 35 K error. The 4 K figure is approached only when most accepted rays are tilted enough to miss the opening on their return, which needs an opening small compared with the gap times the viewing angle.

## Comparison with a real anneal

A peak near 1050 °C and a wafer 775 µm thick are typical of spike annealing. An oxide of 164 nm is a deliberately made layer; a native oxide of a few nanometres has $\varphi\ll1$ and hardly changes the bare value. The fixed silicon index is the largest simplification among those sized here. With a rough rise of $2.5\times10^{-4}$ per kelvin it reaches 3.86 at the peak. The emissivities become 0.65 and 0.91, and the error without a plate grows by about 2 K, if the pyrometer is set for hot bare silicon. The other effects, taken one at a time on the oxidized wafer, are smaller. A thickness error of 5 % either way, or a view 30° off the normal, averaged over the two polarizations, lowers the emissivity from 0.931 to 0.929 or 0.928, respectively. A 20 nm band, or a rough absorption coefficient of 5000 cm$^{-1}$ in hot silicon, changes it by less than $10^{-4}$. Even a cold wafer, with roughly 150 cm$^{-1}$, passes only about $10^{-5}$ of the light in one crossing, so it counts as opaque. Surface roughness, patterned films and stray lamp light lie outside the model, and their effect is not estimated here. The values behind these figures are in the numerical output below.

## Numbers as computed

```
wavelength: 950 nm
index of oxide: 1.45, of silicon: 3.60
quarter-wave thickness: 163.79 nm
best thickness from wave equation: 163.79 nm
r01 (air-oxide): -0.1837
r12 (oxide-silicon): -0.4257
first wave from lower face: 0.4114
all waves from lower face: 0.4463
total reflection amplitude: 0.2626
reflectance, bare: 0.3195
reflectance, quarter-wave oxide: 0.0690
emissivity, bare: 0.6805
emissivity, quarter-wave oxide: 0.9310
emissivity ratio: 1.3681
emissivity, half-wave oxide: 0.6805
ideal film index sqrt(ns): 1.8974
second radiation constant c2: 14387.8 um K
pyrometer reading: 1050 C = 1323.15 K
true wafer temperature: 1014.7 C
true minus reading: -35.3 K
reflector reflectance (rough): 0.90
effective emissivity, bare: 0.9552
effective emissivity, oxide: 0.9926
true minus reading, reflector: -4.4 K
Neglected effects (rough material values)
dn/dT of silicon: 2.5e-04 per K
hot silicon index: 3.86
hot emissivity, bare: 0.654
hot emissivity, oxide: 0.913
true minus reading, hot index: -37.5 K
hot absorption coefficient: 5000 per cm
hot extinction index: 0.038
emissivity shift from it: -4.1e-05
cold absorption coefficient: 150 per cm
wafer thickness: 775 um
one-pass leak, cold wafer: 8.9e-06
emissivity, oxide 5 % thicker: 0.9289
emissivity, oxide 5 % thinner: 0.9289
shift from a 20 nm band: -3.4e-05
viewing angle: 30 degrees
emissivity at that angle, bare: 0.6804
emissivity at that angle, oxide: 0.9277
```
